# Smooth and dense Fourier meshes: adjoint transfer and consistent energy derivatives

## Three points and six points

Take a periodic line of length $L$ with angle $x=2\pi r/L$. A coarse mesh has the three points $x=0,\,2\pi/3,\,4\pi/3$. A fine mesh has the six points $x_j=j\pi/3$, $j=0,\dots,5$. Three values $f_0,f_1,f_2$ determine three Fourier coefficients, with indices $k=-1,0,1$:

$$
f_k=\frac13\sum_{l=0}^{2} f_l\,e^{-ikx_l},\qquad x_l=\frac{2\pi l}{3}.
$$

To move the field to the fine mesh, keep these coefficients and set the others to zero. This is zero padding, called $P$. Its value at a fine point $x$ is

$$
(Pf)(x)=\sum_{k=-1}^{1}f_k e^{ikx}
=\sum_l \frac{1+2\cos(x-x_l)}{3}\,f_l .
$$

The weight is $1$ at distance $0$, $0$ at $2\pi/3$, $2/3$ at $\pi/3$ and $-1/3$ at $\pi$. The six values are therefore

$$
Pf=\Big(f_0,\ \tfrac{2f_0+2f_1-f_2}{3},\ f_1,\ \tfrac{-f_0+2f_1+2f_2}{3},\ f_2,\ \tfrac{2f_0-f_1+2f_2}{3}\Big).
$$

Now let a potential $v_j$ live on the fine mesh and define the energy there:

$$
E=\frac L6\sum_{j=0}^{5}v_j\,(Pf)_j .
$$

What potential should the coarse mesh see? On that mesh each point has weight $L/3$, so the potential must satisfy $\partial E/\partial f_l=(L/3)\,v^{\rm coarse}_l$. For $l=0$, collecting the terms that contain $f_0$ gives

$$
v^{\rm coarse}_0=\frac3L\cdot\frac L6\Big(v_0+\frac{2v_1-v_3+2v_5}{3}\Big)
=\frac{v_0}{2}+\frac{v_1}{3}-\frac{v_3}{6}+\frac{v_5}{3}.
$$

Compare this with Fourier truncation, called $T$: compute the coefficients of $v$ on the fine mesh, keep $k=-1,0,1$, and evaluate the result at $x=0$. That gives

$$
(Tv)_0=\frac16\sum_j(1+2\cos x_j)\,v_j ,
$$

with weights $1/2,\,1/3,\,0,\,-1/6,\,0,\,1/3$. The two expressions agree, and translation by $2\pi/3$ gives the other two points. Truncation is the potential map that belongs to padding.

Reading $v$ at the shared points would give $v_0$ instead. Let $v$ be a spike of height 1 at $x=0$, and let $f=(3,0,0)$. Then $Pf=(3,2,0,-1,0,2)$ and $E=L/2$. Truncation gives $Tv=(\tfrac12,0,0)$, and the coarse sum is $(L/3)\cdot3\cdot\tfrac12=L/2$. Point sampling gives $(1,0,0)$ and the sum $L$, twice the energy. The example also shows that padding can turn a nonnegative field negative between coarse points.

## The maps in three dimensions

Let the cell have volume $\Omega$, and let a mesh have $N=n_1n_2n_3$ points $\mathbf r_j$. Define

$$
\langle f,g\rangle=\frac{\Omega}{N}\sum_j f_j^*g_j,\qquad
f_{\mathbf k}=\frac1N\sum_j f_j e^{-i\mathbf G_{\mathbf k}\cdot\mathbf r_j},\qquad
f_j=\sum_{\mathbf k}f_{\mathbf k}e^{i\mathbf G_{\mathbf k}\cdot\mathbf r_j}.
$$

Here $\mathbf k$ is an integer vector and $\mathbf G_{\mathbf k}$ the corresponding reciprocal-lattice vector. Subscripts $s$ and $d$ denote the smooth and dense meshes. The dense mesh has at least as many points along every axis.

Let $K$ contain the vectors with $|k_i|<n_i/2$ for each axis, where $n_i$ is the smooth mesh size. Padding $P$ copies the coefficients in $K$ to the dense mesh and puts zeros elsewhere. Truncation $T$ copies the same coefficients back and drops the rest.

The strict inequality omits the Nyquist index $n_i/2$ of an even mesh. On that mesh $+n_i/2$ and $-n_i/2$ are the same wave, but on a finer mesh they differ. Copying the coefficient to one side only spoils reality: the real field $(-1)^j$ on 10 points becomes $e^{-5ix}$, whose imaginary part reaches $0.866$ in magnitude on 30 points. Because $K$ is symmetric under $\mathbf k\to-\mathbf k$, the relation $f_{-\mathbf k}=f_{\mathbf k}^*$ survives both maps, and real fields stay real.

In Python, with `fftn` unnormalized and `ifftn` carrying the factor $1/N$, one routine performs both maps:

```python
def kept_indices(old_size, new_size):
    top = (min(old_size, new_size) - 1) // 2
    k = np.arange(-top, top + 1)
    return k % old_size, k % new_size

def transfer(field, new_shape):
    pairs = [kept_indices(o, n)
             for o, n in zip(field.shape, new_shape)]
    source = np.ix_(*[p[0] for p in pairs])
    target = np.ix_(*[p[1] for p in pairs])
    coefficients = np.zeros(new_shape, dtype=complex)
    coefficients[target] = (fftn(field) / field.size)[source]
    return ifftn(coefficients) * coefficients.size
```

The remainder operation places negative indices where the FFT stores them.

## Proof that the maps are adjoint

Insert the Fourier sums into the inner product on one mesh:

$$
\langle f,g\rangle=\frac{\Omega}{N}\sum_{\mathbf k,\mathbf k'}f_{\mathbf k}^*g_{\mathbf k'}
\sum_j e^{i(\mathbf G_{\mathbf k'}-\mathbf G_{\mathbf k})\cdot\mathbf r_j}
=\Omega\sum_{\mathbf k}f_{\mathbf k}^*g_{\mathbf k}.
$$

The sum over $j$ is a product of geometric sums. It equals $N$ for $\mathbf k=\mathbf k'$ and vanishes for two different indices of the mesh.

Let $f$ live on the smooth mesh and $g$ on the dense one. The coefficients of $Pf$ vanish outside $K$, and so do those of $Tg$. Hence

$$
\langle Pf,g\rangle_d=\Omega\sum_{\mathbf k\in K}f_{\mathbf k}^*g_{\mathbf k}
=\langle f,Tg\rangle_s .
$$

This is the adjoint relation. Written with matrices acting on mesh values, it reads

$$
\frac{\Omega}{N_d}P^\dagger=\frac{\Omega}{N_s}T
\quad\Longrightarrow\quad
T=\frac{N_s}{N_d}P^\dagger .
$$

The factor was $3/6$ in the opening example. For explicit matrices between meshes of $4\times5\times6$ and $7\times8\times9$ points it is $120/504=0.2381$, and the relation holds to rounding error.

Applying $P$ and then $T$ keeps the coefficients in $K$, so $TP$ is an orthogonal projector on the smooth mesh. It is the identity when all smooth sizes are odd. In the $4\times5\times6$ case two axes lose their Nyquist index, and the rank is $3\cdot5\cdot5=75$ out of 120.

The proof needs the same $K$ in both maps. If padding also multiplies each coefficient by a filter $F_{\mathbf k}$, the sum above acquires $F_{\mathbf k}^*$, and truncation must multiply by $F_{\mathbf k}^*$ to remain the adjoint.

## From the energy to the Hamiltonian

Consider one orbital with occupation $q$, in Hartree atomic units:

$$
\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf G_{\mathbf k}\cdot\mathbf r},\qquad \sum_{\mathbf k}|c_{\mathbf k}|^2=1 .
$$

The orbital is smooth, but its charge near a nucleus may need a hard correction. Let $\beta_{\mathbf k}$ be real projector coefficients, $b=\sum_{\mathbf k}\beta_{\mathbf k}c_{\mathbf k}$, and $Q$ a real augmentation charge on the dense mesh. The density is

$$
n_s=q|\psi|^2\ \text{(smooth mesh)},\qquad
n_d=Pn_s+q|b|^2Q\ \text{(dense mesh)}.
$$

I take $Q$ to have zero net charge, so that the normalization above gives the correct electron number, provided the basis waves remain distinct on the smooth mesh ($n_i>2m$ for orbital indices $|k_i|\le m$). With a net charge, the constraint would contain an overlap matrix; the energy derivative below would keep its form.

The total energy is

$$
E=q\sum_{\mathbf k}\tfrac12G_{\mathbf k}^2|c_{\mathbf k}|^2+E_d[n_d].
$$

$E_d$ is any differentiable function of the dense mesh values. Its potential is defined by

$$
\delta E_d=\frac{\Omega}{N_d}\sum_j v_{d,j}\,\delta n_{d,j}=\langle v_d,\delta n_d\rangle_d .
$$

Substitute the variation of $n_d$ and use the adjoint relation. All fields here are real, so the order in the inner product does not matter:

$$
\delta E_d=\langle v_d,P\delta n_s\rangle_d+D\,\delta(q|b|^2)
=\langle Tv_d,\delta n_s\rangle_s+D\,\delta(q|b|^2),
\qquad D=\langle Q,v_d\rangle_d .
$$

Set $v_s=Tv_d$. Since $\delta n_s=2q\,\mathrm{Re}(\delta\psi^*\psi)$, the first term becomes

$$
2q\,\mathrm{Re}\,\frac{\Omega}{N_s}\sum_j\delta\psi_j^*v_{s,j}\psi_j
=2q\,\mathrm{Re}\sum_{\mathbf k}\delta c_{\mathbf k}^*
\Big[\frac{\sqrt\Omega}{N_s}\sum_j e^{-i\mathbf G_{\mathbf k}\cdot\mathbf r_j}v_{s,j}\psi_j\Big].
$$

One factor $\Omega^{-1/2}$ came from $\delta\psi^*$. The second term is $2q\,\mathrm{Re}\sum_{\mathbf k}\delta c_{\mathbf k}^*\beta_{\mathbf k}Db$, and the kinetic energy contributes $2q\,\mathrm{Re}\sum_{\mathbf k}\delta c_{\mathbf k}^*\tfrac12G_{\mathbf k}^2c_{\mathbf k}$. Together,

$$
\delta E=2q\,\mathrm{Re}\sum_{\mathbf k}\delta c_{\mathbf k}^*(Hc)_{\mathbf k},
$$

$$
(Hc)_{\mathbf k}=\tfrac12G_{\mathbf k}^2c_{\mathbf k}
+\frac{\sqrt\Omega}{N_s}\sum_j e^{-i\mathbf G_{\mathbf k}\cdot\mathbf r_j}v_{s,j}\psi_j
+\beta_{\mathbf k}Db .
$$

With the normalization constraint, stationarity of $E$ is $Hc=\varepsilon c$. A self-consistent orbital of this $H$ is thus a stationary point of the energy that the program evaluates. No step assumed that the smooth mesh represents $|\psi|^2$ without error.

One evaluation runs as follows:

1. Place $c$ on the smooth mesh, transform to $\psi$, and form $n_s=q|\psi|^2$.
2. Pad $n_s$ and add $q|b|^2Q$.
3. Compute $E_d$, $v_d$ and $D$ on the dense mesh.
4. Truncate $v_d$ to $v_s$.
5. Multiply $v_s\psi$ on the smooth mesh, transform back, keep the basis coefficients, and add the kinetic and projector terms.

## When the smooth mesh is large enough

Consistency says that $H$ is the derivative of the computed $E$. It does not say that this $E$ is accurate.

Suppose the orbital indices obey $|k_i|\le m$. The product $\psi^*\psi$ has indices up to $2m$. They all lie in $K$ if $2m<n_i/2$, that is,

$$
n_i>4m .
$$

Then the padded density equals $q|\psi|^2$ evaluated directly on the dense mesh. The Hamiltonian obeys the same condition. The matrix element of $v_s$ between basis waves $\mathbf k$ and $\mathbf k'$ is the coefficient of $v_s$ at $\mathbf k-\mathbf k'$, reduced modulo the mesh size. For $n_i>4m$ this difference lies in $K$, needs no reduction, and the coefficient is that of $v_d$. The double-grid calculation then equals the all-dense one.

For $m=3$ the boundary is $n=12$. A trial orbital made of a constant plus small random components (amplitude $0.01$, which sets the size of the errors) gave these largest density errors, relative to the mean density: $1.1\times10^{-2}$ for $n=10$, $8\times10^{-4}$ for $n=12$, and rounding error for $n=13$. At $n=12$ the index $6$ falls on the omitted Nyquist position.

The dense mesh has its own discretization error, since a nonlinear exchange energy generates indices beyond any finite mesh. That error belongs to the definition of $E_d$ and must be checked by enlarging the dense mesh.

## A self-consistent model cell

A cubic cell of side $6$ bohr holds two electrons in one orbital, so $q=2$. The basis contains the 123 plane waves with $|\mathbf k|\le3$; its cutoff is $\tfrac12(3\cdot2\pi/6)^2=4.935$ Ha. The external potential is a Gaussian well of width $\sigma=0.2$ bohr and integrated strength $A=2$ Ha bohr³. The charge $Q$ is $0.2$ times the difference of two unit Gaussians of widths $0.3$ and $0.5$ bohr. The projector is a normalized Gaussian of width $0.5$ bohr.

Besides the well, $E_d$ contains the Hartree energy, with its $\mathbf G=0$ term cancelled by a uniform background, and local exchange, $-\tfrac34(3/\pi)^{1/3}n^{4/3}$ per volume. The potential is

$$
v_d=v_{\rm ext}+v_{\rm H}-\Big(\frac{3n_d}{\pi}\Big)^{1/3},\qquad
v_{{\rm H},\mathbf k}=\frac{4\pi}{G_{\mathbf k}^2}\,n_{d,\mathbf k}\quad(\mathbf k\ne0).
$$

Correlation is left out. The dense mesh has 30 points per axis; the smooth mesh has 10 or 15.

First, the derivative. Moving the trial orbital along a random direction on the aliased mesh $n=10$ changes the energy at the rate $-0.064333$ Ha per unit displacement by finite differences. The truncated potential predicts $-0.064333$ Ha, while the potential sampled at shared points predicts $-0.065891$ Ha.

The self-consistent energies are:

| smooth mesh | truncated $v_d$ (Ha) | sampled $v_d$ (Ha) |
|---|---|---|
| $n=10$ | $-0.415392$ | $-0.161253$ |
| $n=15$ | $-0.415512$ | $-0.415200$ |

The all-dense energy is $-0.415512$ Ha. With truncation, $n=15$ reproduces it, as $15>12$ requires, while each smooth transform handles 3375 points instead of 27000. The mesh $n=10$ violates the condition and differs from the all-dense energy by $120$ microhartree. Its solution is nevertheless stationary for its own energy.

Sampling spoils stationarity even on the alias-free mesh. At $n=15$ its solution lies $311$ microhartree above the truncated one, and the energy still has a slope of $0.064$ Ha per radian along a path of normalized orbitals. At $n=10$ the excess is $0.254$ Ha. The orbital level there is lower with sampling, $-0.302$ against $-0.250$ Ha, although the total energy is higher: the level belongs to a potential that is not the derivative of $E$.

Folding shows what sampling does. At a shared point, waves whose indices differ by a multiple of $n$ along an axis have equal values, so the sampled coefficient is

$$
v^{\rm sample}_{\mathbf k}=\sum_{\mathbf p}v_{d,\mathbf k+n\mathbf p},
$$

with integer vectors $\mathbf p$ restricted to indices present on the dense mesh. The well has coefficients $-(A/\Omega)e^{-G^2\sigma^2/2}$. For $\mathbf k=0$ and $n=10$, each axis contributes indices $-10,0,10$. Since $G=10\cdot2\pi/6=10.47$ bohr$^{-1}$, the integrated strength is multiplied by

$$
\big(1+2e^{-(10.47)^2(0.2)^2/2}\big)^3=(1+2\times0.1116)^3=1.83 .
$$

For $n=15$ the indices are $-15$ and $0$, because the 30-point mesh stores its Nyquist wave once. The factor is $(1+0.0072)^3=1.02$. The $\mathbf k=0$ coefficient is a constant in the potential: it shifts the level but leaves the orbital unchanged. The coefficients that shape the orbital are amplified as well. For $\mathbf k=(1,0,0)$ and $n=10$ the first axis folds the indices $-9,1,11$, with weights $0.1692$, $0.9783$, $0.0704$, so the coefficient grows by $\frac{1.2179}{0.9783}\,(1.2231)^2=1.86$. Higher indices grow more: for $\mathbf k=(4,0,0)$ the folded indices $-6,4,14$ have weights $0.4540$, $0.7040$, $0.0136$, and the factor is $\frac{1.1717}{0.7040}\,(1.2231)^2=2.49$. The folded well accounts for nearly all of the excess at $n=10$. Sampling the well alone, with the Hartree and exchange potentials truncated, raises the energy by $0.2541$ Ha, while sampling only the Hartree and exchange potentials changes it by less than one microhartree. A uniform deepening is not the whole effect: multiplying the truncated well on the smooth mesh by $1.86$ raises the energy by only $0.125$ Ha.

The adjoint relation can also be read off the potential energy of the smooth charge. For the truncated solution at $n=10$,

$$
\langle v_d,Pn_s\rangle_d=-0.519075\ \text{Ha},\qquad
\langle Tv_d,n_s\rangle_s=-0.519075\ \text{Ha}.
$$

The sampled potential gives $-0.649911$ Ha for the same density. Subtracting a double-counting term on one mesh from a band energy computed on the other is therefore safe with $T$. With sampling the two meshes disagree by $0.131$ Ha for this density, and by $0.557$ Ha for the self-consistent sampled orbital. The numerical check covers the adjoint matrices, the energy derivatives and the self-consistent solutions.

## Values computed for the example and the checks

```
matrix test meshes: (4, 5, 6) and (7, 8, 9)
mesh ratio N_s/N_d = 0.238095
max |T - (N_s/N_d) P^dagger| = 5.6e-17
max |T - P^dagger| (no weights) = 0.4762
rank of TP = 75 of 120
one-sided Nyquist: max imaginary part = 0.8660
cell side = 6.0 bohr, volume = 216.0 bohr^3
electrons = 2, max orbital index m = 3
plane waves = 123, cutoff = 4.9348 Ha
well strength = 2.0 Ha bohr^3, width = 0.2 bohr
augmentation factor = 0.2, widths = 0.3 and 0.5 bohr
projector width = 0.5 bohr
mesh points: 10^3 = 1000, 15^3 = 3375, 30^3 = 27000
n=10 dE/dt, finite difference = -0.064333188 Ha
n=10 dE/dt, truncated v = -0.064333188 Ha
n=10 dE/dt, sampled v = -0.065890819 Ha
n=15 dE/dt, finite difference = -0.064122051 Ha
n=15 dE/dt, truncated v = -0.064122051 Ha
n=15 dE/dt, sampled v = -0.064107313 Ha
n=10 max density error / mean = 1.08e-02, max H error = 5.44e-03 Ha
n=12 max density error / mean = 8.12e-04, max H error = 4.26e-03 Ha
n=13 max density error / mean = 2.62e-15, max H error = 2.30e-17 Ha
n=15 max density error / mean = 2.62e-15, max H error = 2.08e-17 Ha
all-dense: E = -0.415511504 Ha, level = -0.249538 Ha
n=10 truncate: E = -0.415391992 Ha, level = -0.249504 Ha
n=10 truncate: slope = -3.70e-12 Ha/rad
n=10 sample: E = -0.161252522 Ha, level = -0.301704 Ha
n=10 sample: slope = 1.94e+00 Ha/rad
n=10 energy excess from sampling = 254139.4700 microHa
n=10 truncate minus all-dense E = 119.5122 microHa
n=15 truncate: E = -0.415511504 Ha, level = -0.249538 Ha
n=15 truncate: slope = 3.83e-12 Ha/rad
n=15 sample: E = -0.415200226 Ha, level = -0.251388 Ha
n=15 sample: slope = 6.35e-02 Ha/rad
n=15 energy excess from sampling = 311.2781 microHa
n=15 truncate minus all-dense E = 0.0000 microHa
n=10 integral v n, dense mesh = -0.519075294 Ha
n=10 integral v n, smooth, truncated v = -0.519075294 Ha
n=10 integral v n, smooth, sampled v = -0.649911467 Ha
n=10 D = -0.383399 Ha, projector occupation = 0.272475
n=10 minimum dense density = 0.005889 bohr^-3
```
